# Mean free path of hard spheres in a Maxwellian gas

## Second half: the speed of the mover, and argon in a sputtering chamber

The first half took classical hard spheres of diameter $d$ and mass $m$, with number density $n$, in equilibrium at temperature $T$ and pressure $p=nkT$. The collision area is $\pi d^2$. The mean free path is total path divided by number of flights, $\lambda=\langle v\rangle/\langle\nu\rangle$. With $\langle v\rangle=\sqrt{8kT/\pi m}$ and mean relative speed $\langle g\rangle=\sqrt2\langle v\rangle$, it is $\lambda=kT/(\sqrt2\pi d^2p)$. Among targets at rest it is $\lambda_{\rm fixed}=kT/(\pi d^2p)$. The relative velocity has a distribution proportional to $e^{-mg^2/4kT}$.

Q: That is an average over all molecules. If I follow one molecule of known speed, which of the two paths applies?

A: In general neither. A molecule of speed $v$ collides at the rate $\nu(v)=n\pi d^2\,\bar g(v)$, where $\bar g(v)$ is the average of $|\mathbf v-\mathbf u|$ over the velocities $\mathbf u$ of the others. Its path is

$$\lambda(v)=\frac{v}{n\pi d^2\,\bar g(v)} .$$

First average over the angle between $\mathbf v$ and $\mathbf u$, with both speeds fixed. Let $c$ be its cosine and put $y=v^2+u^2-2uvc$, so that $\mathrm dc=-\mathrm dy/(2uv)$:

$$\frac12\int_{-1}^1\!\sqrt{v^2+u^2-2uvc}\;\mathrm dc=\frac1{4uv}\int_{(v-u)^2}^{(v+u)^2}\!\!\sqrt y\,\mathrm dy=\frac{(v+u)^3-|v-u|^3}{6uv}.$$

For $u<v$ the numerator is $6v^2u+2u^3$, and the average is $v+u^2/(3v)$. For $u>v$ the roles are exchanged, and it is $u+v^2/(3u)$.

Q: And then the average over $u$.

A: Measure speeds in units of $v_p=\sqrt{2kT/m}$, with $x=v/v_p$ and now $y=u/v_p$. The distribution of $y$ is $(4/\sqrt\pi)\,y^2e^{-y^2}$, so

$$\frac{\bar g}{v_p}=\frac4{\sqrt\pi}\left[\int_0^x\!\Big(xy^2+\frac{y^4}{3x}\Big)e^{-y^2}\mathrm dy+\int_x^\infty\!\Big(y^3+\frac{x^2y}{3}\Big)e^{-y^2}\mathrm dy\right].$$

Write $E=e^{-x^2}$ and $F=\int_0^xe^{-y^2}\mathrm dy=\frac{\sqrt\pi}2\,\mathrm{erf}\,x$. Integration by parts gives

$$\int_0^x\!y^2e^{-y^2}\mathrm dy=\frac F2-\frac{xE}2,\qquad
\int_0^x\!y^4e^{-y^2}\mathrm dy=\frac{3F}4-\frac{3xE}4-\frac{x^3E}2,$$

$$\int_x^\infty\!y^3e^{-y^2}\mathrm dy=\frac{(x^2+1)E}2,\qquad
\int_x^\infty\!y\,e^{-y^2}\mathrm dy=\frac E2 .$$

In the bracket the terms in $x^2E$ have coefficients $-\frac12-\frac16+\frac12+\frac16=0$. The terms in $E$ alone give $-\frac14+\frac12=\frac14$. The terms in $F$ give $\frac x2+\frac1{4x}$. Multiplying by $4/\sqrt\pi$,

$$\bar g(v)=v_p\left[\frac{e^{-x^2}}{\sqrt\pi}+\Big(x+\frac1{2x}\Big)\mathrm{erf}\,x\right]. \tag{10}$$

Q: What do the two ends look like?

A: For a fast molecule, $x\gg1$, the exponential vanishes and $\mathrm{erf}\,x\to1$. Then $\bar g\to v\,(1+1/2x^2)$ and

$$\lambda(v)\to\lambda_{\rm fixed}\Big(1-\frac1{2x^2}\Big).$$

The fast molecule sees the gas as if it stood still, and it has the longer, fixed-target path.

For a slow molecule, $\mathrm{erf}\,x\approx2x/\sqrt\pi$ and $\bar g\to2v_p/\sqrt\pi=\langle v\rangle$. The others strike it at a steady rate while it barely moves, so $\lambda(v)\to\lambda_{\rm fixed}\,v/\langle v\rangle$, which goes to zero with $v$.

Q: Then I could average $\lambda(v)$ over the molecules. Surely that returns the $1/\sqrt2$.

A: It does not. The numerical average of $v/\nu(v)$ over the Maxwellian is $0.6775/(n\pi d^2)$, about 4 % below $0.7071/(n\pi d^2)$. The two averages answer different questions. The smaller one picks a molecule at random. The mean free path picks a flight at random.

In equilibrium, flights at speed $v$ begin as often as they end, at a rate proportional to $\nu(v)f(v)$, where $f(v)$ now denotes the distribution of speeds. Each has mean length $v/\nu(v)$. The mean over flights is

$$\frac{\int\nu f\,(v/\nu)\,\mathrm dv}{\int\nu f\,\mathrm dv}=\frac{\langle v\rangle}{\langle\nu\rangle},$$

which is the definition used here. The factor $\sqrt2$ belongs to this definition.

Q: What if the molecule I follow is of another kind from the gas?

A: Suppose it has mass $m_1$ and is thermal, in a gas of mass $m_2$ at the same temperature. The variances of independent velocities add, so a component of $\mathbf g$ has variance $kT(1/m_1+1/m_2)$. Both distributions are still Maxwellian in shape, and

$$\frac{\langle g\rangle}{\langle v_1\rangle}=\sqrt{1+\frac{m_1}{m_2}} .$$

This replaces $\sqrt2$, and the contact distance becomes the mean of the two diameters. A very light particle recovers the fixed-target result.

Q: Give me numbers for a chamber.

A: Take argon as a sputtering gas with rough typical values: pressure 5 mTorr, temperature 300 K, effective diameter 0.36 nm, and a gap of 6 cm between target and substrate. In atomic units $kT=9.500\times10^{-4}$ hartree, $p=2.266\times10^{-14}$ hartree/bohr³ and $d=6.803$ bohr. Then

$$\lambda=\frac{9.500\times10^{-4}}{\sqrt2\,\pi\,(6.803)^2\,(2.266\times10^{-14})}=2.04\times10^8\ \text{bohr},$$

which is 1.08 cm, or $1.08\times10^8$ Å. The fixed-target path is $\sqrt2$ times longer, 1.53 cm.

The collision rate gives a feeling for the time scale. The density is $1.609\times10^{14}$ cm⁻³, the area $\pi d^2$ is 0.407 nm², and the mean relative speed is 564 m/s. With the area as $0.407\times10^{-14}$ cm² and the speed as $5.64\times10^4$ cm/s, the product is $3.7\times10^4$ collisions per second for each atom.

Q: When would anyone in this chamber need the fixed-target path?

A: For fast atoms. An argon ion that strikes a target made of heavier atoms can be neutralized and reflected. Its energy afterwards depends on the target and on the collision. As an example, let such an atom leave with 5 eV, straight towards the substrate. The thermal energy is $kT=0.02585$ eV, so $x=\sqrt{5/0.02585}=13.9$. Equation (10) gives a path of 0.9974 times the fixed-target value, or 1.52 cm.

Until its first collision the speed is constant, so the chance of contact per unit length is constant too, and the survival probability is exponential. The chance of crossing the gap without a collision is

$$e^{-6/1.522}=1.9\ \%,\qquad\text{whereas}\qquad e^{-6/1.079}=0.4\ \%$$

would follow from the thermal path. The factor $\sqrt2$ sits in an exponent, and here it changes the answer about fivefold.

Q: You are using the same diameter at 5 eV as at room temperature. Atoms are not billiard balls.

A: That objection is serious for the fast atom. Estimate the softness with a 12-6 potential of well depth $\varepsilon$, which crosses zero at $r=s$:

$$U(r)=4\varepsilon\big[(s/r)^{12}-(s/r)^6\big],\qquad\varepsilon=0.010\ \text{eV},$$

a rough value for argon. In a head-on collision with relative kinetic energy $E$, the atoms turn back where $U=E$. With $q=(s/r)^6$ this reads $4\varepsilon(q^2-q)=E$, and the positive root is

$$q=\tfrac12\Big(1+\sqrt{1+E/\varepsilon}\Big).$$

The area scales as $r^2$, that is, as $q^{-1/3}$.

Q: Which energies go in?

A: The relative energy is $\frac12\cdot\frac m2\,g^2=mg^2/4$, with the reduced mass $m/2$. For a 5 eV atom and a target nearly at rest it is half of 5 eV, or 2.5 eV.

For thermal collisions, fast pairs meet more often, so the distribution of relative speed carries an extra factor $g$. It is proportional to $g^3e^{-mg^2/4kT}\mathrm dg$. Since $g^3\mathrm dg\propto E\,\mathrm dE$, collision energies follow $E\,e^{-E/kT}$, whose mean is $2kT=0.0517$ eV.

The two roots are $q=8.42$ and $q=1.74$, and the ratio of areas is $(1.74/8.42)^{1/3}=0.59$. The fast atom's path grows from 1.52 cm to about 2.6 cm, and its chance of an uncollided crossing from 1.9 % to about 10 %.

Q: So the correction is as large as the effect you were showing me.

A: For this atom, yes. Each changes the crossing probability about fivefold. The second figure is only an estimate: it uses the head-on turning point as a measure of area, and it carries a potential suited to thermal energies up to 2.5 eV. There the 12-6 wall is steeper than that of real argon, so real atoms come closer together. For collisions that deflect the atom appreciably, the path of 2.6 cm and the chance of 10 % are therefore more likely too low than too high. With a soft potential, however, the area depends on the smallest deflection that is counted. In the 12-6 model with $s=0.34$ nm, the chance is about 10 % if only deflections above 20° in the centre-of-mass frame count, 5 % if the limit is 5°, and 3 % if it is 1°. The first contact also need not deflect the atom much, so "uncollided" is a stricter condition than "arrives with most of its energy".

Q: What about the attraction between atoms at thermal energies?

A: It pulls passing atoms into contact. Model it by a hard core of diameter $d$ with a tail $U=-\varepsilon(d/r)^6$ outside. For a pair with impact parameter $b$, angular momentum takes up the energy $Eb^2/r^2$. The atoms reach contact if the remaining radial energy $E(1-b^2/r^2)-U$ is positive all the way in, which means

$$b^2<r^2+\frac{\varepsilon d^6}{Er^4}\qquad\text{for all }r\ge d .$$

The right side has zero slope where $2r=4\varepsilon d^6/(Er^5)$, or $r^6=2\varepsilon d^6/E$. If $E\ge2\varepsilon$, this point does not lie outside the core, and the smallest value is at $r=d$. Otherwise it is at the point itself, where the second term is half the first. The largest impact parameter that leads to contact obeys

$$\frac{b^2}{d^2}=1+\frac\varepsilon E\ \ (E\ge2\varepsilon),\qquad
\frac{b^2}{d^2}=\frac32\Big(\frac{2\varepsilon}E\Big)^{1/3}\ \ (E<2\varepsilon).$$

Averaged with the weight $E\,e^{-E/kT}$, the contact area exceeds that of the core by a factor 1.335 at 300 K and 1.212 at 500 K.

Q: Then your path at 300 K is too long by a third.

A: It would be if 0.36 nm were the diameter of the core. I take it as an effective diameter at 300 K, which already contains the attraction. What remains is the change with collision energy. The 5 eV atom hardly feels the attraction, so its path for momentum transfer should be longer still than the softness estimate gave. Thermal atoms feel it less as the gas warms.

Suppose the discharge heats the gas to 500 K while the pressure stays at 5 mTorr. With $d$ held fixed, the path is $1.079\times500/300=1.80$ cm. The effective area shrinks by $1.212/1.335$, which lengthens the path to 1.98 cm, 10 % more. In this model the path therefore rises faster than in proportion to $T$. The core is rigid here. With the full 12-6 potential, the area that governs viscosity shrinks by about 12 % and the path is 2.04 cm, so the figure is good only to about 0.1 cm.

Q: Atoms are waves as well. Does that matter at room temperature?

A: Take the relative wave number $K=(m/2)\langle g\rangle/\hbar$. Here $Kd=64$, so the wavelength is short compared with the sphere. The quantum scattering of distinguishable hard spheres can be summed over angular momenta $l$. The total cross section is

$$\frac{4\pi}{K^2}\sum_l(2l+1)\sin^2\delta_l ,$$

with phases $\delta_l$ fixed by the wave vanishing at $r=d$. The result is $2.12\,\pi d^2$.

Q: Twice the classical area! That would halve the path.

A: The factor 2 can be traced. Terms up to $l\approx Kd$ contribute, and if $\sin^2\delta_l$ averages to $\frac12$ over them, the sum is $(Kd)^2/2$ and the cross section is $2\pi d^2$. Half of this is classical bouncing. The other half is the wave removed from the beam behind the sphere, which appears as scattering through very small angles.

If each event is weighted by $1-\cos\theta$, where $\theta$ is the deflection angle, the area is $1.01\,\pi d^2$. The extra scattering thus transfers almost no momentum, and for momentum transfer, with this weight, the classical area is good to about 1 % here. The exchange symmetry of identical atoms was left out of this estimate. So was the attractive tail. For argon at this speed an $r^{-6}$ tail raises the total cross section to roughly 8 to $10\,\pi d^2$, again mostly through very small angles, so the figure 2.12 holds for hard spheres only.

Q: And the assumption of a dilute, unbounded gas?

A: Diluteness is safe: $nd^3=7.5\times10^{-9}$, and the density correction to the collision rate is about $10^{-8}$. The walls are another matter. The ratio of path to gap is 0.18, so the gap is only five or six mean free paths wide, and a fair share of flights near a surface end on it. The formula still gives the path between gas collisions, but a description of this gas as a continuous fluid would be doubtful.

Q: How does all this compare with a working sputtering system?

A: A pressure of a few mTorr and a gap of several centimetres are ordinary for magnetron sputtering. A thermal path of about 1 cm is thus the right size for room-temperature argon. One assumption that a discharge can break is that of uniform equilibrium at 300 K. If the gas near the target were at 500 K and at the same pressure, the estimate above would raise the path from 1.1 to 2.0 cm. Sputtered atoms also leave the target with energies far above $kT$ and have their own mass and diameter, so neither figure for argon applies to them directly.

Q: Then when may I use the formula with the $\sqrt2$?

A: Use it for the thermal molecules of a single dilute gas near equilibrium, with a diameter suited to the temperature. For a particle much faster than the gas, drop the $\sqrt2$ and use a contact distance suited to its collision energy. In between, at a known speed, equation (10) gives an estimate, again with a contact distance suited to the collision energy. The numerical output that follows lists the values behind these estimates.

## Numbers as computed

```
Ray test: density n d^3 = 0.010
Ray test: path * n pi d^2 = 0.998
Dynamics: spheres = 64, collisions = 15000
Dynamics: density n d^3 = 0.010
Dynamics: measured path = 22.48 d
Dynamics: predicted path, corrected = 22.39 d
Dynamics: bare formula path = 22.51 d
Dynamics: fixed-target path = 31.83 d
Dynamics: pV/(NkT) measured = 1.0213
Dynamics: pV/(NkT) predicted = 1.0209
Quadrature: <g>/<v> Maxwellian = 1.41421
Quadrature: <g>/v equal speeds = 1.33333
Quadrature: <v/nu(v)> * n pi d^2 = 0.6775
Quadrature: mean collision energy = 2.0000 kT
Input: temperature = 300 K
Input: pressure = 5.0 mTorr
Input: diameter = 0.36 nm
Input: atomic mass = 39.95 u
Input: gap = 6.0 cm
Thermal energy kT = 0.02585 eV
kT in atomic units = 9.5004e-04 hartree
Pressure in atomic units = 2.2658e-14 hartree/bohr^3
Diameter in atomic units = 6.8030 bohr
Mean free path in atomic units = 2.0392e+08 bohr
Number density = 1.6094e+14 cm^-3
Collision area pi d^2 = 0.4072 nm^2
Mean speed = 398.7 m/s
Mean relative speed = 563.9 m/s
Collision rate per atom = 3.6951e+04 s^-1
Mean free path = 1.079 cm = 1.079e+08 angstrom
Fixed-target path = 1.526 cm = 1.526e+08 angstrom
Fast atom: energy = 5.0 eV
Fast atom: v/v_p = 13.91
Fast atom: path / fixed-target path = 0.9974
Fast atom: path = 1.522 cm
Uncollided crossing, fast path = 1.94 %
Uncollided crossing, thermal path = 0.38 %
Neglected: path/gap = 0.180
Neglected: n d^3 = 7.51e-09
Neglected: density shift of rate = 9.83e-09
Neglected: well depth input = 0.010 eV
Attraction area factor, 300 K = 1.335
Attraction area factor, 500 K = 1.212
Path at 500 K, fixed d = 1.798 cm
Path at 500 K, with attraction = 1.981 cm
Soft core: thermal collision energy = 0.0517 eV
Soft core: fast collision energy = 2.50 eV
Soft core: fast/thermal area = 0.591
Soft core: fast-atom path = 2.57 cm
Soft core: uncollided crossing = 9.7 %
Quantum: relative wave number * d = 63.9
Quantum: total area / pi d^2 = 2.122
Quantum: momentum-transfer area / pi d^2 = 1.011
```
